# Comment on reading a Schottky barrier from a fixed-bias Arrhenius slope: a numerical check

```python
"""Arrhenius slope of a Schottky diode at fixed bias.
Result under test: for an ideal diode with barrier phi and junction bias V,
    -d ln(|J|/T^2)/d beta = phi - V/(1 - exp(-beta V)),  beta = 1/(kB T),
which is phi - V in strong forward bias, not phi.
J: current density, T: temperature. Currents are found by direct integration
over electron wave vectors with Fermi-Dirac occupations, in atomic units.
Function arguments are in eV, V and K; currents are returned in A/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

KB = const.k / const.e                                  # eV/K
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
CURRENT_AU = const.physical_constants["atomic unit of current"][0] / BOHR_CM**2
VELOCITY_AU = const.physical_constants["atomic unit of velocity"][0] * 100
FIELD_AU = HARTREE / BOHR_CM                            # V/cm

# Rough typical parameters: nickel silicide on n-type (100) silicon
PHI, BIAS, DOPING = 0.67, 0.20, 1e16                    # eV, V, cm^-3
M_L, M_T, EPS = 0.92, 0.19, 11.7
MOBILITY, LAYER_CM, V_DRIFT = 1200.0, 5e-4, 1e7         # cm2/Vs, cm, cm/s
TEMP_COEFF, SPREAD = 2.5e-4, 0.03                       # eV/K, eV
TEMPS = np.array([240.0, 260.0, 280.0, 300.0, 320.0])
T_MID = 280.0

nodes, weights = np.polynomial.legendre.leggauss(32)
U = 3.25 * (nodes + 1)
W = 3.25 * weights
W3 = W[:, None, None] * W[None, :, None] * W[None, None, :]
VALLEYS = [(2, (M_L, M_T, M_T)), (4, (M_T, M_L, M_T))]


def beta(T):
    return 1 / (KB * T)


def kspace_current(T, V, phi=PHI):
    """Net electron flux over the barrier, from its definition."""
    kt = KB * T / HARTREE
    total = 0.0
    for count, masses in VALLEYS:
        scale = [np.sqrt(2 * m * kt) for m in masses]
        kx = (scale[0] * U)[:, None, None]
        ky = (scale[1] * U)[None, :, None]
        kz = (scale[2] * U)[None, None, :]
        energy = (phi / HARTREE + kx**2 / (2 * masses[0])
                  + ky**2 / (2 * masses[1]) + kz**2 / (2 * masses[2]))
        net = expit(-(energy - V / HARTREE) / kt) - expit(-energy / kt)
        integral = np.sum(W3 * kx / masses[0] * net) * np.prod(scale)
        total += count * 2 * 4 * integral / (2 * np.pi)**3
    return total * CURRENT_AU


MASS_SUM = 2 * M_T + 4 * np.sqrt(M_L * M_T)
RICHARDSON = MASS_SUM * (KB / HARTREE)**2 / (2 * np.pi**2) * CURRENT_AU


def diode_current(T, V, phi=PHI):
    """Closed thermionic-emission formula."""
    return RICHARDSON * T**2 * np.exp(-beta(T) * phi) * np.expm1(beta(T) * V)


def local_energy(current, T, power=2):
    """Minus the derivative of ln(|J|/T^power) with respect to beta, in eV."""
    step = 1e-3
    hot, cold = T / (1 - step), T / (1 + step)
    change = (np.log(abs(current(cold)) / cold**power)
              - np.log(abs(current(hot)) / hot**power))
    return -change / (beta(cold) - beta(hot))


def plot_fit(current):
    """Straight-line fit: activation energy (eV), prefactor (A/cm2K2)."""
    y = [np.log(current(T) / T**2) for T in TEMPS]
    slope, intercept = np.polyfit(beta(TEMPS), y, 1)
    return -slope, np.exp(intercept)


# Closed current formula against the wave-vector integral
for T in TEMPS:
    for V in (-0.2, 0.05, BIAS):
        assert abs(kspace_current(T, V) / diode_current(T, V) - 1) < 1e-6

print(f"barrier {PHI:.2f} eV, bias {BIAS:.2f} V, doping {DOPING:.0e} cm^-3")
print(f"masses: longitudinal {M_L}, transverse {M_T} (electron masses)")
print(f"mass sum {MASS_SUM:.3f}; Richardson constant {RICHARDSON:.1f} A/cm2K2")
for T in TEMPS:
    J = kspace_current(T, BIAS)
    print(f"T {T:.0f} K: beta {beta(T):.3f} 1/eV, J {J:.3e} A/cm2, "
          f"ln(J/T^2) {np.log(J / T**2):.3f}")

# Local activation energy in reverse, near-zero and forward bias
print(f"thermal energy at {T_MID:.0f} K: {KB * T_MID:.4f} eV")
for V in (-0.2, 0.001, 0.05, 0.1, BIAS):
    measured = local_energy(lambda T: kspace_current(T, V), T_MID)
    formula = PHI - V / (1 - np.exp(-beta(T_MID) * V))
    assert abs(measured - formula) < 2e-6
    print(f"local slope energy at {T_MID:.0f} K, V {V:+.3f} V: {measured:.4f} eV")
near_zero = local_energy(lambda T: kspace_current(T, 1e-4), T_MID)
assert abs(near_zero - (PHI - KB * T_MID)) < 1e-4
no_square = local_energy(lambda T: kspace_current(T, BIAS), T_MID, power=0)
with_square = local_energy(lambda T: kspace_current(T, BIAS), T_MID)
assert abs(no_square - with_square - 2 * KB * T_MID) < 1e-6
print(f"same at {BIAS:.2f} V without division by T^2: {no_square:.4f} eV")

# Fitted line, its intercept, and the cost of misreading the slope
fit_energy, fit_prefactor = plot_fit(lambda T: kspace_current(T, BIAS))
assert abs(fit_energy - (PHI - BIAS)) < 5e-4
assert abs(fit_prefactor / RICHARDSON - 1) < 0.01
print(f"fitted slope energy {fit_energy:.4f} eV; phi - V {PHI - BIAS:.4f} eV")
print(f"fitted prefactor {fit_prefactor:.1f} A/cm2K2")
true_js = -kspace_current(300.0, -1.0)
wrong_js = -kspace_current(300.0, -1.0, phi=fit_energy)
print(f"saturation current at 300 K: true {true_js:.3e} A/cm2, "
      f"slope taken as barrier {wrong_js:.3e} A/cm2")
print(f"overestimate of saturation current: factor {wrong_js / true_js:.0f}")

# Remedies
biases = np.array([0.10, 0.15, 0.20, 0.25])
energies = np.array([plot_fit(lambda T: kspace_current(T, V))[0] for V in biases])
bias_slope, extrapolated = np.polyfit(biases, energies, 1)
assert abs(bias_slope + 1) < 0.02 and abs(extrapolated - PHI) < 0.005
for V, energy in zip(biases, energies):
    print(f"fitted slope energy at {V:.2f} V: {energy:.4f} eV")
print(f"change of slope energy with bias {bias_slope:.3f} eV/V; "
      f"extrapolated to zero bias {extrapolated:.4f} eV")
divided = plot_fit(lambda T: kspace_current(T, BIAS) / np.expm1(beta(T) * BIAS))[0]
assert abs(divided - PHI) < 1e-6
print(f"after division by exp(beta V)-1: {divided:.4f} eV")

# Barrier rising linearly with bias: constant ideality factor
IDEALITY = 1.05
phi_biased = PHI + (1 - 1 / IDEALITY) * BIAS
nonideal = plot_fit(lambda T: kspace_current(T, BIAS, phi_biased))[0]
assert abs(nonideal - (PHI - BIAS / IDEALITY)) < 5e-4
print(f"ideality factor {IDEALITY:.2f}: fitted slope energy {nonideal:.4f} eV")


# Neglected effects, each as a shift of the fitted energy
def band_states(T):
    mass = (M_L * M_T**2)**(1 / 3)
    return 12 * (mass * KB * T / HARTREE / (2 * np.pi))**1.5 / BOHR_CM**3


def band_bending(T):
    return PHI - BIAS - KB * T * np.log(band_states(T) / DOPING)


def surface_field(T):
    """Field at the contact in atomic units, depletion approximation."""
    density = DOPING * BOHR_CM**3
    return np.sqrt(8 * np.pi * density * band_bending(T) / HARTREE / EPS)


def image_lowering(T):
    return np.sqrt(surface_field(T) / EPS) * HARTREE


def top_position(T):
    return 1 / (2 * np.sqrt(EPS * surface_field(T)))


def top_frequency(T):
    """Frequency of the inverted parabola at the barrier top, in eV."""
    return np.sqrt(1 / (2 * EPS * top_position(T)**3) / M_T) * HARTREE


def tunnel_factor(T):
    half = beta(T) * top_frequency(T) / 2
    return half / np.sin(half)


def depth(x):
    return surface_field(T_MID) * x + 1 / (4 * EPS * x)


best = minimize_scalar(depth, bounds=(1, 1000), method="bounded",
                       options={"xatol": 1e-6})
assert abs(best.fun * HARTREE / image_lowering(T_MID) - 1) < 1e-6
x0, dx = top_position(T_MID), 0.1
curvature = (depth(x0 + dx) - 2 * depth(x0) + depth(x0 - dx)) / dx**2
assert abs(np.sqrt(curvature / M_T) * HARTREE / top_frequency(T_MID) - 1) < 1e-4
ratio = 2 * np.pi / (beta(T_MID) * top_frequency(T_MID))
numeric = quad(lambda y: np.exp(-y) * expit(ratio * y), -12, 40,
               points=[0.0], limit=200)[0]
assert abs(numeric / tunnel_factor(T_MID) - 1) < 1e-6

RESISTANCE = LAYER_CM / (const.e * DOPING * MOBILITY)   # ohm cm2


def resistive_current(T):
    top = diode_current(T, BIAS)
    return brentq(lambda J: J - diode_current(T, BIAS - J * RESISTANCE),
                  0, top, xtol=1e-16, rtol=1e-12)


def emission_velocity(T):
    return RICHARDSON * T**2 / (const.e * band_states(T))


gh_x, gh_w = np.polynomial.hermite.hermgauss(30)


def spread_current(T):
    barriers = PHI + np.sqrt(2) * SPREAD * gh_x
    return np.sum(gh_w * diode_current(T, BIAS, barriers)) / np.sqrt(np.pi)


uniform_local = local_energy(lambda T: diode_current(T, BIAS), T_MID)
spread_local = local_energy(spread_current, T_MID)
assert abs(spread_local - uniform_local + beta(T_MID) * SPREAD**2) < 1e-6

effects = {
    "barrier falling with T": lambda T: kspace_current(
        T, BIAS, PHI - TEMP_COEFF * (T - 300)),
    "Gaussian barrier spread": spread_current,
    "image-force lowering": lambda T: kspace_current(
        T, BIAS, PHI - image_lowering(T)),
    "tunnelling near the top": lambda T: diode_current(T, BIAS) * tunnel_factor(T),
    "series resistance": resistive_current,
    "finite drift velocity": lambda T: diode_current(T, BIAS)
    / (1 + emission_velocity(T) / V_DRIFT),
}
shifts = {name: plot_fit(func)[0] - fit_energy for name, func in effects.items()}
assert abs(shifts["barrier falling with T"] - 300 * TEMP_COEFF) < 1e-5
assert sum(abs(s) for s in shifts.values()) < BIAS

print(f"assumed: barrier coefficient {TEMP_COEFF:.1e} eV/K, spread {SPREAD:.2f} eV")
print(f"assumed: permittivity {EPS}, mobility {MOBILITY:.0f} cm2/Vs, "
      f"drift velocity {V_DRIFT:.0e} cm/s")
print(f"layer {LAYER_CM * 1e7:.0f} nm, series resistance {RESISTANCE:.2e} ohm cm2")
print(f"doping / band states at 300 K: {DOPING / band_states(300.0):.1e}")
print(f"at {T_MID:.0f} K: band bending {band_bending(T_MID):.3f} eV, "
      f"field {surface_field(T_MID) * FIELD_AU:.2e} V/cm")
print(f"at {T_MID:.0f} K: image lowering {image_lowering(T_MID):.4f} eV, "
      f"top at {top_position(T_MID) * BOHR_CM * 1e7:.2f} nm")
print(f"at {T_MID:.0f} K: tunnelling current factor {tunnel_factor(T_MID):.3f}")
print(f"at {T_MID:.0f} K: emission velocity {emission_velocity(T_MID):.2e} cm/s")
drop = resistive_current(320.0) * RESISTANCE
print(f"series voltage drop at 320 K: {drop:.2e} V")
for name, shift in shifts.items():
    print(f"shift of fitted energy, {name}: {shift:+.4f} eV")
print(f"sum of shift magnitudes: {sum(abs(s) for s in shifts.values()):.3f} eV")
print("tests ok")
```

It prints:

```
barrier 0.67 eV, bias 0.20 V, doping 1e+16 cm^-3
masses: longitudinal 0.92, transverse 0.19 (electron masses)
mass sum 2.052; Richardson constant 246.6 A/cm2K2
T 240 K: beta 48.352 1/eV, J 1.918e-03 A/cm2, ln(J/T^2) -17.218
T 260 K: beta 44.633 1/eV, J 1.293e-02 A/cm2, ln(J/T^2) -15.470
T 280 K: beta 41.445 1/eV, J 6.709e-02 A/cm2, ln(J/T^2) -13.971
T 300 K: beta 38.682 1/eV, J 2.821e-01 A/cm2, ln(J/T^2) -12.673
T 320 K: beta 36.264 1/eV, J 9.997e-01 A/cm2, ln(J/T^2) -11.537
thermal energy at 280 K: 0.0241 eV
local slope energy at 280 K, V -0.200 V: 0.6699 eV
local slope energy at 280 K, V +0.001 V: 0.6454 eV
local slope energy at 280 K, V +0.050 V: 0.6128 eV
local slope energy at 280 K, V +0.100 V: 0.5684 eV
local slope energy at 280 K, V +0.200 V: 0.4699 eV
same at 0.20 V without division by T^2: 0.5182 eV
fitted slope energy 0.4699 eV; phi - V 0.4700 eV
fitted prefactor 246.0 A/cm2K2
saturation current at 300 K: true 1.233e-04 A/cm2, slope taken as barrier 2.828e-01 A/cm2
overestimate of saturation current: factor 2295
fitted slope energy at 0.10 V: 0.5684 eV
fitted slope energy at 0.15 V: 0.5197 eV
fitted slope energy at 0.20 V: 0.4699 eV
fitted slope energy at 0.25 V: 0.4200 eV
change of slope energy with bias -0.990 eV/V; extrapolated to zero bias 0.6678 eV
after division by exp(beta V)-1: 0.6700 eV
ideality factor 1.05: fitted slope energy 0.4795 eV
assumed: barrier coefficient 2.5e-04 eV/K, spread 0.03 eV
assumed: permittivity 11.7, mobility 1200 cm2/Vs, drift velocity 1e+07 cm/s
layer 5000 nm, series resistance 2.60e-04 ohm cm2
doping / band states at 300 K: 3.6e-04
at 280 K: band bending 0.281 eV, field 2.95e+04 V/cm
at 280 K: image lowering 0.0191 eV, top at 3.23 nm
at 280 K: tunnelling current factor 1.054
at 280 K: emission velocity 4.88e+06 cm/s
series voltage drop at 320 K: 2.58e-04 V
shift of fitted energy, barrier falling with T: +0.0750 eV
shift of fitted energy, Gaussian barrier spread: -0.0381 eV
shift of fitted energy, image-force lowering: -0.0228 eV
shift of fitted energy, tunnelling near the top: -0.0034 eV
shift of fitted energy, series resistance: -0.0007 eV
shift of fitted energy, finite drift velocity: -0.0039 eV
sum of shift magnitudes: 0.144 eV
tests ok
```
